# Exfoliation and Cleavage Energies of Layered Crystals, with a Graphite-like Model

## What symmetry allows

Take one layer off the flat top of a very thick layered crystal whose layers are all equivalent, and suppose that the layer below presents the same surface. What remains is the same crystal, lower by one layer spacing and, depending on the stacking, also with its in-plane pattern shifted, turned or mirrored. Such a symmetry operation changes no energy, so the surface energy is what it was before. The crystal has lost one layer's worth of bulk, of energy $e_b$, and an isolated layer, of energy $E(1)$, has appeared. Both are energies per in-plane cell, so the cost can only be

$$E_{\rm exf}=E(1)-e_b .$$

Cleavage is different: cutting a thick crystal into two thick halves creates two surfaces where there were none, and no such operation maps the final state onto the initial one. Its cost must contain the surface energy.

The argument subtracts energies of infinite bodies. The proof below replaces them by finite stacks and shows what has to be assumed.

## Definitions and assumptions

Let $E(N)$ be the ground-state energy, per in-plane cell, of a free neutral stack of $N$ layers at zero temperature, with $E(0)=0$. The stack is a flake so wide that its edges do not matter, and its atomic positions and in-plane lattice constant are relaxed. Define

$$\delta_N=E(N-1)+E(1)-E(N),\qquad E_{\rm exf}=\lim_{N\to\infty}\delta_N,$$

$$E_{\rm cl}=\lim_{M,N\to\infty}\left[E(M)+E(N)-E(M+N)\right].$$

Here $\delta_N$ is the cost of peeling one layer from an $N$-layer stack when both products relax. Both energies are counted once per area of the cut. Cleavage creates twice that area of surface, so the surface energy is $E_{\rm cl}/2$ per cell of surface.

The assumptions are:

- **A1.** $E(N)\ge -cN$ for some constant $c$.
- **A2.** The stack is nonpolar, and when $E(N)/N$ converges its limit is the energy per layer $e_b$ of the relaxed periodic crystal.
- **A3.** All layers are equivalent, and removing one restores the same termination.
- **A4.** The sequence $\delta_N$ has a limit.
- **A5** (for cleavage only). $E(N)-Ne_b$ has a finite limit $\sigma$.

AB-stacked graphite satisfies A3: a half-turn about an axis normal to the layers, with an in-plane shift, exchanges the A and B terminations.

A5 implies A4. If $E(N)-Ne_b\to\sigma$, the difference of successive members, $E(N)-E(N-1)-e_b$, tends to $\sigma-\sigma=0$. The increments then converge, and so does $\delta_N$.

## Two lemmas

**Lemma 1.** $E(N)/N$ converges to its greatest lower bound, so that $e_b=\inf_N E(N)/N$.

*Proof.* Two stacks of $M$ and $N$ layers placed far apart are an allowed arrangement of $M+N$ layers, and the ground state cannot lie higher:

$$E(M+N)\le E(M)+E(N).$$

By A1 the number $L=\inf_N E(N)/N$ is finite. Given $\varepsilon>0$, choose $m$ with $E(m)/m<L+\varepsilon$, and write $N=qm+r$ with $0\le r<m$. Repeated use of the inequality gives $E(N)\le qE(m)+E(r)$, hence

$$L\le\frac{E(N)}{N}\le\frac{qm}{N}\,\frac{E(m)}{m}+\frac{E(r)}{N}.$$

As $N\to\infty$ with $m$ fixed, $qm/N\to1$. The last term vanishes because $E(r)$ takes finitely many values. The upper limit of $E(N)/N$ is therefore at most $L+\varepsilon$ for every $\varepsilon>0$, so $E(N)/N\to L$. By A2, $L=e_b$. ∎

**Lemma 2.** If the increments $a_j=E(j)-E(j-1)$ converge, their limit is $e_b$.

*Proof.* Since $E(0)=0$, the increments add up to $E(N)$, and $E(N)/N=\frac1N\sum_{j=1}^N a_j$. Let $a_j\to a$, and choose $J$ so that $|a_j-a|<\varepsilon$ for $j>J$. Then

$$\left|\frac{E(N)}{N}-a\right|\le\frac1N\sum_{j=1}^{J}|a_j-a|+\varepsilon .$$

The first term vanishes as $N\to\infty$, and $\varepsilon$ is arbitrary, so $E(N)/N\to a$. By Lemma 1, $a=e_b$. ∎

The converse is false: $E(N)/N$ can converge while the increments alternate. This is why A4 is needed, and a chain below shows it happening when A3 fails.

## The exfoliation theorem

**Theorem 1.** Under A1 to A4, $E_{\rm exf}=E(1)-e_b\ge0$.

*Proof.* By definition $\delta_N=E(1)-[E(N)-E(N-1)]$. By A4 the bracket converges, and by Lemma 2 its limit is $e_b$. Lemma 1 with $N=1$ gives $e_b\le E(1)$. ∎

The same number is the interlayer binding energy per layer. Separating all layers of a stack costs $NE(1)-E(N)$, and division by $N$ gives $E(1)-e_b$ in the limit.

**Remark 1: surface relaxation.** The surface layers of a stack may be spaced differently from the bulk. This does not affect $E_{\rm exf}$, because the relaxed surface is present before and after. If the remaining crystal is instead held at its old positions, the cost exceeds $\delta_N$ by the energy which that remainder would gain on relaxing.

**Remark 2: in-plane relaxation.** $E(1)$ belongs to the isolated layer at its own lattice constant, $e_b$ to the bulk at its own. A finite slab has a third lattice constant, but the difference disappears. Let $s$ be the in-plane strain relative to the bulk, $\kappa$ the bulk stiffness per layer, and $\sigma_1$ the derivative of the surface term with respect to $s$. To second order in the bulk term and first order in the surface term,

$$E(N,s)\simeq N\left(e_b+\tfrac12\kappa s^2\right)+\sigma+\sigma_1 s .$$

Setting the derivative $N\kappa s+\sigma_1$ to zero gives $s_N=-\sigma_1/(N\kappa)$. Inserting this,

$$\tfrac12N\kappa s_N^2+\sigma_1s_N=\frac{\sigma_1^2}{2N\kappa}-\frac{\sigma_1^2}{N\kappa}=-\frac{\sigma_1^2}{2N\kappa}\to0 .$$

Thick free slabs and slabs held at the bulk lattice constant therefore give the same limits.

## The cleavage theorem

**Theorem 2.** Under A1 to A3 and A5,

$$E_{\rm cl}=\sigma=E_{\rm exf}+\sum_{j=2}^{\infty}\left(E_{\rm exf}-\delta_j\right).$$

*Proof.* Insert $E(N)=Ne_b+\sigma+o(1)$ in the definition of $E_{\rm cl}$. The bulk terms cancel, and $\sigma+\sigma-\sigma=\sigma$ remains. For the second equality, use $E(j)-E(j-1)=E(1)-\delta_j$:

$$E(N)=E(1)+\sum_{j=2}^{N}\left[E(1)-\delta_j\right].$$

Subtract $Ne_b$, taking one $e_b$ with the first term and one with each of the $N-1$ terms of the sum:

$$E(N)-Ne_b=\left[E(1)-e_b\right]+\sum_{j=2}^{N}\left[E(1)-e_b-\delta_j\right].$$

By Theorem 1, $E(1)-e_b=E_{\rm exf}$. The left side tends to $\sigma$, so the sum converges. ∎

Cleavage thus costs more than exfoliation when the sum is positive. It is sufficient, though not necessary, that thin stacks are easier to peel than thick ones.

**Remark 3: flakes of $n$ layers.** Peeling an intact $n$-layer flake from a thick crystal costs

$$F(n)=\lim_{N\to\infty}\left[E(N-n)+E(n)-E(N)\right]=E(n)-ne_b,$$

because $E(N)-E(N-n)$ is a sum of $n$ increments, each tending to $e_b$. Hence $F(1)=E_{\rm exf}$ and, by A5, $F(n)\to E_{\rm cl}$ as $n\to\infty$. The two energies are the two ends of one function of flake thickness.

## Additive attraction between layers

Suppose that layers at fixed equal spacing $d$ bind in pairs, with binding energy $v_k$ at separation $kd$. A stack of $N$ layers has $N-k$ such pairs, so

$$E(N)=NE(1)-\sum_{k=1}^{N-1}(N-k)v_k .$$

In $\delta_N$ the coefficient of $v_k$ is $(N-k)-(N-1-k)=1$, which gives $\delta_N=\sum_{k=1}^{N-1}v_k$. In the limit,

$$E_{\rm exf}=\sum_{k=1}^{\infty}v_k .$$

For cleavage, a pair at separation $k$ straddles a given cut in $k$ ways, since its lower member can be any of the $k$ layers just below the cut. Therefore

$$E_{\rm cl}=\sum_{k=1}^{\infty}k\,v_k,\qquad E_{\rm cl}-E_{\rm exf}=\sum_{k=2}^{\infty}(k-1)v_k .$$

The peeled layer loses its own bonds to the crystal. Cleavage also breaks the bonds that the second, third and deeper layers had across the cut. With nearest-layer binding alone the two energies coincide. If $v_k$ falls off as $k^{-p}$, the exfoliation sum needs $p>1$ and the cleavage sum $p>2$.

## A graphite-like crystal

The example has the stacking of graphite: AB-stacked rigid honeycomb layers, with the bond length chosen as a model input of 1.42 Å. Atoms in different layers interact through a Lennard-Jones potential with round parameters, depth $w=3$ meV and length $\ell=3.4$ Å. Many-electron dispersion is left out, and the repulsion between overlapping electron clouds is represented only by the $r^{-12}$ term, so the energies illustrate graphite and do not predict it. Energies are in meV per atom of one layer.

The periodic crystal has its minimum at $d=3.347$ Å with $e_b=-57.278$, where $E(1)=0$. Theorem 1 gives $E_{\rm exf}=57.278$. Peeling finite stacks with all interlayer gaps relaxed gives

| Layers $N$ | $\delta_N$ |
|---|---|
| 2 | 50.207 |
| 3 | 55.480 |
| 5 | 56.956 |
| 10 | 57.244 |
| 40 | 57.278 |

The rate of approach follows from the range of the attraction. Let $A$ be the area per atom, 2.619 Å². An atom at height $z$ above a smeared layer feels the attraction

$$-\frac{4w\ell^6}{A}\int_0^\infty\frac{2\pi r\,dr}{(r^2+z^2)^3}=-\frac{2\pi w\ell^6}{A\,z^4},$$

so $p=4$ at large separation. The shortfall $E_{\rm exf}-\delta_N$ should be close to the attraction of the missing layers, $\sum_{k\ge N}v_k$, which falls as $N^{-3}$. At $N=20$ both are 0.0040.

For cleavage, splitting 20 layers into two tens costs 67.474, and splitting 40 into two twenties costs 67.668. Summing shortfalls of order $j^{-3}$ over $j>N$ leaves an error of order $N^{-2}$ in $E(N)-Ne_b$, hence also in the split energy. Doubling $N$ divides this error by four, and the leading error cancels in

$$E_{\rm cl}\simeq\frac{4(67.6675)-67.4744}{3}=67.732 .$$

The sum in Theorem 2 can be evaluated with $e_b$ from the periodic crystal and the computed $\delta_j$ for $j\le40$. For $j>40$ each shortfall is replaced by $\sum_{k\ge j}v_k$; a given $v_k$ then appears for $j=41,\dots,k$, so these terms add up to $\sum_{k>40}(k-40)v_k$, about 0.009. The total is again 67.732. The main results are

$$E_{\rm exf}=57.28\ \text{meV/atom}=0.350\ \text{J/m}^2,$$

$$E_{\rm cl}=67.73\ \text{meV/atom}=0.414\ \text{J/m}^2 .$$

In this model cleavage costs 18% more than exfoliation. This figure, the rates $N^{-3}$ and $N^{-2}$, and the factor four in the extrapolation all depend on the pairwise tail $p=4$. With the same $v_1$ and $v_2$ at fixed spacing but a tail falling as $k^{-3}$, the excess would be about 33% and the error of the split energy would only halve when $N$ doubles. For a real crystal the decay of the interlayer attraction must be known before extrapolating. The pair bindings show where the excess arises. With $v_2=5.500$, $v_3=1.093$ and $v_4=0.346$, the terms $(k-1)v_k$ up to $k=4$ give

$$5.500+2(1.093)+3(0.346)=8.724,$$

out of $67.848-57.278=10.570$ for frozen spacings. More than half of the excess is thus the bond between second neighbours. For a two-layer flake, Remark 3 gives

$$F(2)=57.278+(57.278-50.207)=64.349,$$

already most of the way to the cleavage energy.

Relaxation lowers the cleavage energy from 67.848 to 67.732, a gain of 0.116 shared by two surfaces. The outermost gap expands from 3.347 to 3.371 Å. The sign can be derived. Let $V(z)$ be the interaction energy of two layers at distance $z$. Bulk equilibrium requires $\sum_k kV'(kd)=0$. At a surface cut from the bulk, the derivative of the energy with respect to the outermost gap is

$$\sum_{k\ge1}V'(kd)=-\sum_{k\ge2}(k-1)V'(kd)<0,$$

since $V'>0$ for the attracting farther layers. Widening the gap lowers the energy.

Exfoliation does not contain this gain, as Remark 1 states. If the remainder of a 40-layer stack is not allowed to relax after the peel, the cost is 57.314 instead of 57.278.

**In-plane strain.** To make Remark 2 visible, each atom is given a soft in-plane spring of energy $\frac12Ks^2$ with $K=5000$ meV, where $s$ is now measured from the isolated layer, and the binding is taken proportional to the areal density, as $(1+s)^{-2}$. This spring is deliberately far too soft: an in-plane $C_{11}+C_{12}$ near 420 N/m, the order found for graphene, corresponds to $K$ near 137 eV, for which the contraction would be below 0.1% and the strain energy about 0.05 meV per atom. With the soft spring the bulk contracts by 2.47%. The exfoliation energy becomes 58.691, and peeling a free 40-layer slab gives 58.689. The energy gained when a slab leaves the bulk lattice constant is 0.1147 for 20 layers and 0.0575 for 40, halving as $1/N$ requires. If the isolated layer is wrongly held at the bulk lattice constant, the result is 60.215. The excess is its strain energy, $\frac12(5000)(0.0247)^2=1.525$, which equals the difference of the two energies up to rounding.

## A case where cleavage is cheaper

The inequality $E_{\rm cl}>E_{\rm exf}$ is not a theorem. Let each "layer" be a site with one orbital and one electron, with hopping $t$ between neighbours and no interaction between electrons. The sites are held at equal spacing. If the hoppings could alternate as $t(1\pm\eta)$, this half-filled chain would gain an energy of order $\eta^2\ln(1/\eta)$, which beats any harmonic restoring force; it would dimerize and A3 would fail, as in the last section. The example is therefore a rigid model of non-additive binding, not a relaxed crystal. An $N$-site chain has levels $-2t\cos k\theta$, with $\theta=\pi/(N+1)$ and $k=1,\dots,N$. Use

$$\sum_{k=1}^{n}\cos k\theta=\frac{\sin[(n+\frac12)\theta]}{2\sin(\theta/2)}-\frac12 .$$

For even $N$ the lowest $n=N/2$ levels hold two electrons each. Then $(n+\frac12)\theta=\pi/2$, and

$$E(N)=-4t\left[\frac{1}{2\sin(\theta/2)}-\frac12\right]=2t-\frac{2t}{\sin(\theta/2)} .$$

For odd $N$ there are $n=(N-1)/2$ full levels, and the last electron sits at zero energy. Now $(n+\frac12)\theta=\pi/2-\theta/2$, so $E(N)=2t-2t\cot(\theta/2)$. For small $\theta$ both $1/\sin(\theta/2)$ and $\cot(\theta/2)$ equal $2/\theta+O(\theta)$. For either parity, then,

$$E(N)=2t-\frac{4t}{\pi}(N+1)+O(1/N).$$

The coefficient of $N$ is $e_b=-4t/\pi$, and the constant is $\sigma=2t-4t/\pi$. With $E(1)=0$,

$$E_{\rm exf}=\frac{4t}{\pi}=1.273\,t,\qquad E_{\rm cl}=2t-\frac{4t}{\pi}=0.727\,t .$$

Additive binding between nearest layers alone would make the two energies equal. The bonds here are not additive: the single bond of a two-site chain binds by $-E(2)=2t$, whereas a long chain binds by only $4t/\pi$ per bond. In Theorem 2 the first term of the sum is already negative: $\delta_2=2t$ exceeds $E_{\rm exf}$.

## Several layers in the repeat unit

If the termination is restored only after a whole repeat unit of $m>1$ layers has been removed, A3 fails and successive peels can have different costs. Let $\varepsilon_i$ be the energy of the $i$-th peeled layer in isolation. Adding $m$ successive costs, the intermediate stacks cancel:

$$\sum_{i=1}^{m}\left[E(N-i)+\varepsilon_i-E(N-i+1)\right]=\sum_{i=1}^{m}\varepsilon_i-\left[E(N)-E(N-m)\right].$$

If the last bracket converges, the argument of Lemma 2, applied to whole repeat units, gives it the limit $me_b$, where $e_b$ is the bulk energy averaged over the layers. The isolated-layer and bulk energies then fix the sum of the costs over one repeat, but not each cost.

A chain with alternating hoppings $t$ and $0.6t$, ending in strong bonds, shows this. Its sites are all equivalent by inversion, but removing one changes the termination. The first peel breaks a strong bond and costs $1.8056t$. The second removes the partner left behind and costs $0.3789t$. Their sum, $2.1845t$, is minus the bulk energy of one two-site cell, while neither cost equals half of it. In such a crystal the difference between isolated-layer and bulk energies is an average over terminations, and the cost of a particular peel requires a calculation with that surface.

## Calculated quantities

```
bond length                        1.42 angstrom
Lennard-Jones well depth           3.0 meV
Lennard-Jones length               3.4 angstrom
area per atom of a layer           2.6194 angstrom^2
bulk layer spacing                 3.3468 angstrom
outermost gap, 40 layers           3.3706 angstrom
continuum error at two spacings    1.5e-06 meV/atom
Energies in meV per atom of one layer:
pair binding, 1 spacing(s) apart   50.022
pair binding, 2 spacing(s) apart   5.500
pair binding, 3 spacing(s) apart   1.093
pair binding, 4 spacing(s) apart   0.346
peel energy from  2 layers         50.2073
peel energy from  3 layers         55.4799
peel energy from  5 layers         56.9557
peel energy from 10 layers         57.2436
peel energy from 20 layers         57.2741
peel energy from 40 layers         57.2776
bulk energy per layer, E(1)=0      -57.2780
exfoliation energy E(1)-e_b        57.2780
shortfall of peel at 20 layers     0.00398
attraction of missing layers, 20   0.00398
peel from 40, rest not relaxed     57.3142
split 20 into 10+10                67.4744
split 40 into 20+20                67.6675
cleavage energy, extrapolated      67.732
cleavage energy, telescoped sum    67.732
cleavage energy, frozen spacings   67.848
cleavage minus exfoliation         10.454
cleavage / exfoliation             1.1825
exfoliation energy                 0.3503 J/m^2
cleavage energy                    0.4143 J/m^2
Soft in-plane spring, meV per atom:
spring constant                    5000
bulk in-plane strain               -0.02470 (no unit)
exfoliation, layer relaxed         58.691
peel from free 40-layer slab       58.689
layer held at bulk lattice         60.215
slab elastic gain, 20 layers       0.1147
slab elastic gain, 40 layers       0.0575
Chains, in units of the (strong) hopping t:
uniform chain, peel, 2000 sites    1.2740
uniform chain, limit 4/pi          1.2732
uniform chain, split 1000+1000     0.7260
uniform chain, limit 2-4/pi        0.7268
dimerized chain, weak hopping      0.6
dimerized chain, first peel        1.8056
dimerized chain, second peel       0.3789
dimerized chain, minus cell energy 2.1845
```
